# Dirac-Hartree-Fock energy under electron-electron and electron-positron rotations, part 1

(Sections cited here and not found follow in the second part.)

**Setting.** Hartree atomic units are used, and the rest energy $c^2$ is subtracted. An atomic ion has a point nucleus of charge $Z$ and $N\le Z$ electrons. The one-electron operator is $h=D_0+V$, with $D_0=c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2$ and $V=-Z/r$, and the electrons repel through $1/r_{12}$. A determinant $\Phi$ of orthonormal four-component spinors $\phi_i$ has the density matrix $\gamma=\sum_i|\phi_i\rangle\langle\phi_i|$ and the energy

$$E[\gamma]=\langle\Phi|\hat H|\Phi\rangle=\mathrm{tr}\,h\gamma+\tfrac12\,\mathrm{tr}\,\gamma G[\gamma],$$

$$G[\gamma]_{pq}=\sum_{rs}\gamma_{sr}\,[(pq|rs)-(ps|rq)],$$

where $(pq|rs)=\iint\phi_p^\dagger\phi_q(1)\,\phi_r^\dagger\phi_s(2)/r_{12}$. The two terms of $G$ are the Coulomb and exchange operators, $G=J-K$, and $F=h+G[\gamma_0]$ is the Fock operator of a reference determinant $\gamma_0$. The basis has restricted kinetic balance: $n$ two-component functions $\chi_\mu$ for the large component and $n$ functions $\boldsymbol\sigma\cdot\mathbf p\,\chi_\mu/2c$ for the small one. At a self-consistent solution the lowest $n$ eigenvalues of $F$ form the negative branch ($-$), assumed unoccupied, and the upper $n$ form the positive branch ($+$). For the determinants below that are not self-consistent, the branches are those of $h$. Indices $i,j$ are occupied, $a,b$ are unoccupied on either branch, and $p$ as a rotation index is on the negative branch. A rotation $i\to a$ is electron-electron if $a$ is on the positive branch and electron-positron otherwise.

The numbers refer to Be-like Hg$^{76+}$ ($Z=80$, $N=4$) in an even-tempered $10s4p$ Gaussian basis, $n=44$, with all small-component integrals kept. This level omits the Breit interaction, QED, nuclear size and correlation, and the basis is not converged: it gives the bare $1s$ level at $-3530.93$ $E_h$ against $-3532.19$ $E_h$ from the Dirac formula, an error of 0.04% of the level. The valence levels are worse: the bare $2s$ and $2p_{1/2}$ levels, degenerate in the Dirac formula, lie 2.5 and 7.8 $E_h$ too high, so quantities that depend on the $2s$-$2p_{1/2}$ gap carry errors of 5 to 10 $E_h$. A $24s20p$ basis with exponents $20\cdot2.1^k$, in which these bare levels are within 0.03 $E_h$ of the Dirac formula, lowers the energy of the $1s^22s^2$ solution by 6.6 $E_h$; its values are quoted below as a measure of the basis error. The numerical output follows the text.

**(a)** Rotate the spinors with $e^{X}$, where $X_{ai}=\kappa_{ai}$, $X_{ia}=-\kappa_{ai}^*$ and the other blocks vanish. Expand the energy to second order in $\kappa$.

*Solution.* In the ordering (occupied, unoccupied),

$$X=\begin{pmatrix}0&-\kappa^\dagger\\ \kappa&0\end{pmatrix},\qquad \gamma_0=\begin{pmatrix}1&0\\0&0\end{pmatrix}.$$

These rotations reach every nearby determinant. With the singular value decomposition $\kappa=U\theta W^\dagger$, the even and odd powers of $X$ sum to give the occupied columns of $e^X$ the blocks $W\cos\theta\,W^\dagger$ and $U\sin\theta\,W^\dagger$. They span the same space as $\phi_i+\sum_a t_{ai}\phi_a$ with $t=U\tan\theta\,W^\dagger$, and $t$ takes every value once for angles below $\pi/2$.

The new density matrix is $e^X\gamma_0e^{-X}=\gamma_0+\delta_1+\delta_2+\dots$ with $\delta_1=[X,\gamma_0]$ and $\delta_2=\frac12[X,\delta_1]$. In $X\gamma_0$ only the block $\kappa$ survives and in $\gamma_0X$ only $-\kappa^\dagger$, so

$$\delta_1=\begin{pmatrix}0&\kappa^\dagger\\ \kappa&0\end{pmatrix}.$$

Then $X\delta_1=\mathrm{diag}(-\kappa^\dagger\kappa,\ \kappa\kappa^\dagger)$ and $\delta_1X$ is its negative, so $\delta_2=\mathrm{diag}(-\kappa^\dagger\kappa,\ \kappa\kappa^\dagger)$.

The form $\mathrm{tr}\,\gamma G[\gamma']$ is symmetric in $\gamma,\gamma'$ because $(pq|rs)=(rs|pq)$. The two cross terms with $\gamma_0$ therefore add, cancel the factor $\frac12$, and complete $h$ to $F$:

$$E_1=\mathrm{tr}\,F\delta_1=2\,\mathrm{Re}\sum_{ai}F_{ia}\kappa_{ai},\qquad E_2=\mathrm{tr}\,F\delta_2+\tfrac12\,\mathrm{tr}\,\delta_1G[\delta_1].$$

**(b)** Relate $F_{ia}$ to a matrix element of $\hat H$ between determinants, and state Brillouin's theorem for each branch.

*Solution.* Take one nonzero parameter, $\kappa_{ai}=\theta e^{i\varphi}$. By the formula of (a), $\phi_i\to\cos\theta\,\phi_i+e^{i\varphi}\sin\theta\,\phi_a$, and the other occupied spinors are unchanged. A determinant is linear in each spinor, so $\Phi\to\cos\theta\,\Phi+e^{i\varphi}\sin\theta\,\Phi_i^a$, where $\Phi_i^a$ has $\phi_a$ in the place of $\phi_i$. For every $\theta$,

$$E(\theta)=\cos^2\theta\,E_0+\sin^2\theta\,E_i^a+\sin2\theta\ \mathrm{Re}\,[e^{i\varphi}\langle\Phi|\hat H|\Phi_i^a\rangle].$$

The slope at $\theta=0$ is $2\,\mathrm{Re}[e^{i\varphi}\langle\Phi|\hat H|\Phi_i^a\rangle]$, and by (a) it is also $2\,\mathrm{Re}[e^{i\varphi}F_{ia}]$. The choices $\varphi=0$ and $\pi/2$ equate real and imaginary parts, so $\langle\Phi|\hat H|\Phi_i^a\rangle=F_{ia}$ for any determinant. The branch of $a$ was not used.

A Dirac-Hartree-Fock (DHF) solution is a determinant with $E_1=0$ for all $\kappa$. Brillouin's theorem then reads

$$\langle\Phi|\hat H|\Phi_i^a\rangle=F_{ia}=0\ \ (a\in +),\qquad \langle\Phi|\hat H|\Phi_i^p\rangle=F_{ip}=0\ \ (p\in -).$$

The solution does not couple to a single replacement into either branch. For a given split of the unoccupied space into two branches neither set of conditions implies the other. A single electron in $(\phi_{1s}+\phi_{2s})/\sqrt2$, built from eigenfunctions of $h$, has $F_{ip}=0$ but couples to $(\phi_{1s}-\phi_{2s})/\sqrt2$ through half the difference of the two eigenvalues of $h$. Conversely, part (h), with the split taken from $h$, has a determinant that is optimised under the first set and violates the second. With the occupied-unoccupied block of $F$ gone, each diagonal block can be diagonalised without changing $\gamma_0$, which gives canonical spinors $F\phi=\varepsilon\phi$.

For real $\kappa$, $\frac12[E(\pi/4)-E(-\pi/4)]=\mathrm{Re}\,F_{ia}$. This was tested on the determinant of bare-nucleus spinors, where $F_{ia}$ is not zero: the magnitudes are 19.474 $E_h$ for $2s\to3s$ and 0.0868 $E_h$ for $1s\to p$, with $p$ the highest negative $s$ spinor. Both magnitudes belong to the unoccupied spinors of this basis (11.29 and 0.0005 $E_h$ in $24s20p$). At the converged $1s^22s^2$ solution, $E=-8720.7475$ $E_h$, the largest residual elements are $6\times10^{-8}$ $E_h$ ($+$) and $8\times10^{-9}$ $E_h$ ($-$).

**(c)** At a DHF solution, write $E_2$ in terms of integrals, give the real Hessian in $\kappa=x+iy$, and find its diagonal.

*Solution.* With canonical spinors, $\mathrm{tr}F\delta_2=\sum_a\varepsilon_a(\kappa\kappa^\dagger)_{aa}-\sum_i\varepsilon_i(\kappa^\dagger\kappa)_{ii}=\sum_{ai}(\varepsilon_a-\varepsilon_i)|\kappa_{ai}|^2$. The two-electron term is

$$\tfrac12\sum_{pqrs}(\delta_1)_{qp}(\delta_1)_{sr}[(pq|rs)-(ps|rq)],$$

with $(\delta_1)_{ai}=\kappa_{ai}$ and $(\delta_1)_{ia}=\kappa_{ai}^*$. Four index patterns contribute. The pattern $(pq,rs)=(ai,jb)$ gives $\kappa_{ai}^*\kappa_{bj}[(ai|jb)-(ab|ji)]$. The pattern $(ia,bj)$ gives $\kappa_{ai}\kappa_{bj}^*[(ia|bj)-(ij|ba)]$, which becomes the first after renaming $a\leftrightarrow b$, $i\leftrightarrow j$ and using $(pq|rs)=(rs|pq)$; the two together cancel the $\frac12$. The pattern $(ai,bj)$ gives $\kappa_{ai}^*\kappa_{bj}^*[(ai|bj)-(aj|bi)]$, and $(ia,jb)$ is its complex conjugate because $(qp|sr)=(pq|rs)^*$; half their sum is a real part. Hence

$$E_2=\kappa^\dagger A\kappa+\mathrm{Re}\,\kappa^\dagger B\kappa^*,$$

$$A_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+(ai|jb)-(ab|ji),$$

$$B_{ai,bj}=(ai|bj)-(aj|bi).$$

$A=A'+iA''$ is Hermitian, so $A'$ is symmetric and $A''$ antisymmetric, while $B=B'+iB''$ is symmetric. Multiplying out $(x-iy)^TA(x+iy)$ gives $xA'x+yA'y-xA''y+yA''x$. The real part of $(x-iy)^TB(x-iy)$ is $xB'x-yB'y+xB''y+yB''x$. With $v=(x,y)$ and $E_2=\frac12v^THv$,

$$H=2\begin{pmatrix}A'+B'&B''-A''\\A''+B''&A'-B'\end{pmatrix}.$$

On the diagonal $B_{ai,ai}=(ai|ai)-(ai|ai)=0$, and $A_{ai,ai}$ contains $K_{ai}=(ai|ia)$ and $J_{ai}=(aa|ii)$. For $x$ and $y$ alike,

$$H_{ai,ai}=2\,(\varepsilon_a-\varepsilon_i-J_{ai}+K_{ai}).$$

By Brillouin's theorem the law in (b) reduces to $E(\theta)=E_0+\sin^2\theta\,(E_i^a-E_0)$, whose curvature at zero is $2(E_i^a-E_0)$. Comparing the two,

$$E(\theta)=E_0+\sin^2\theta\,(\varepsilon_a-\varepsilon_i-J_{ai}+K_{ai})$$

for all $\theta$. A diagonal element is twice the energy of moving one electron from $i$ to $a$ with frozen spinors. This law was tested at a large angle for $2s\to3s$, $2s\to p$ and $1s\to p$. The full $H$ was tested against finite-difference curvatures of explicitly rotated determinants along six directions, three of them random.

**(d)** Assume that the density $\rho_0$ is spherical, as it is for closed subshells. Bound the negative branch of $F$ from above, bound $H_{pi,pi}$, and say when it is near $-4c^2$.

*Solution.* Let $S$ and $T$ be the overlap and nonrelativistic kinetic matrices of the $\chi_\mu$. Since $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, the large-small block of $D_0$ is $c\cdot2T/2c=T$, the small-small overlap is $2T/4c^2=T/2c^2$, and the small-small block of $D_0$ is $-2c^2\cdot T/2c^2=-T$. For coefficients $(u,w)$ the free equations are

$$Tw=\varepsilon Su,\qquad Tu-Tw=\varepsilon\,Tw/2c^2 .$$

$T$ is positive definite, so the second gives $u=(1+\varepsilon/2c^2)w$, and the first becomes $Tw=\varepsilon(1+\varepsilon/2c^2)Sw$. For each of the $n$ eigenvalues $t>0$ of $T$ in the metric $S$, $\varepsilon^2+2c^2\varepsilon-2c^2t=0$, so

$$\varepsilon=-c^2\pm\sqrt{c^4+2c^2t}.$$

There are $n$ free levels below $-2c^2$ and $n$ above zero.

Next, $F-D_0=V+J-K\le0$. The angular average of $1/|\mathbf r-\mathbf s|$ over $\mathbf s$ is $1/\max(r,s)$ (Newton's theorem), so $J(r)=\int\rho_0(s)/\max(r,s)\,d^3s\le N/r$ and $V+J\le(N-Z)/r\le0$. Also $\langle f|K|f\rangle=\sum_i(fi|if)$ is a sum of Coulomb self-energies of the densities $\phi_i^\dagger f$, each nonnegative because the Fourier transform $4\pi/k^2$ of the kernel is positive. By the min-max principle for matrices, the $k$-th eigenvalue of $F$ is at most the largest Rayleigh quotient of $F$ in any $k$-dimensional space. In the space of the $k$ lowest free states that quotient is at most the $k$-th free level plus $\lambda_{\max}(F-D_0)$. Each negative level of $F$ thus lies at or below its free counterpart, and $\varepsilon_p<-2c^2$.

Finally $J_{pi}-K_{pi}=\frac12\iint\|\phi_p(1)\otimes\phi_i(2)-\phi_i(1)\otimes\phi_p(2)\|^2/r_{12}\ge0$, as is seen by expanding the square into two terms $J$ and two terms $-K$. For a bound spinor, $\varepsilon_i<0$,

$$H_{pi,pi}=-4c^2+2|\varepsilon_i|-2|\varepsilon_p+2c^2|-2(J_{pi}-K_{pi})\le-4c^2+2|\varepsilon_i|.$$

The factor is 2 from the curvature of $\sin^2\theta$ times the gap $2c^2$. The element is near $-4c^2$ when the three corrections, or their sum, are small against $2c^2$. The third obeys $J_{pi}-K_{pi}\le J_{pi}\le J(0)=\int\rho_0/s\,d^3s$, because $K_{pi}\ge0$, $\phi_i^\dagger\phi_i\le\rho_0$ and $J(r)\le J(0)$. The other two are small when $|\varepsilon_i|\ll2c^2$ and $\varepsilon_p$ lies close to $-2c^2$; how close the top of the branch comes depends on the basis.

In Hg$^{76+}$, $2c^2=37557.730$ $E_h$. The top free level is 158.5 $E_h$ below $-2c^2$ and $\lambda_{\max}(F-D_0)=-663.6$ $E_h$, so the top negative level of $F$ must be at least 822.1 $E_h$ below; it is 867.8 $E_h$ below, at $\varepsilon_p=-38425.503$ $E_h$. With $\varepsilon_{2s}=-851.684$ and $\varepsilon_{1s}=-3436.334$ $E_h$,

$$2s:\ 2(-38425.503+851.684-8.932)=-75165.50\ E_h,$$

$$1s:\ 2(-38425.503+3436.334-9.227)=-69996.79\ E_h.$$

The ratios to $-4c^2=-75115.46$ $E_h$ are 1.0007 and 0.9319. The first is this close to one because 867.8 and 851.7 nearly cancel; each is about 2% of $2c^2$, and the former depends on the basis. The second shows the $1s$ binding energy, 9% of $2c^2$, partly offset by the 2%. Tight functions have large $t$, their free levels fall as $-c^2-c\sqrt{2t}$ for $t\gg c^2$, and the levels of $F$ lie no higher. In this basis the lowest diagonal element is 35.4 times $-4c^2$, and 39% of the electron-positron diagonal lies within 10% of $-4c^2$. In the $24s20p$ basis the top negative level is 255 $E_h$ below $-2c^2$, the two ratios are 0.984 and 0.915, the lowest element is 314 times $-4c^2$ and the share is 27%, so the value 1.0007 is an accident of the small basis.

Rotating both Kramers partners by the same angle puts two unit entries in $v$, and the curvature with respect to that angle is $H_{11}+H_{22}+2H_{12}$, with $H_{12}$ made of two-electron integrals. For the $2s$ pair it is $-150330.97$ $E_h$, against $2(-75165.503)=-150331.01$ $E_h$. With this normalisation the Kramers-restricted diagonal element of the $2s$ pair is 1.0007 times $-8c^2$.

Brillouin's theorem holds on both branches at a DHF solution, and for a spherical density each electron-positron diagonal element of the Hessian from a bound spinor is at most $-4c^2+2|\varepsilon_i|$. It remains to bound the whole electron-positron block, to examine electron-electron rotations and their coupling to it, and to compare the DHF energy with that found in a fixed positive branch.

All numerical values are calculated from the stated model.
